# Wafer curvature and released-film curling as different moments of film misfit

## Two films that a wafer cannot tell apart

A film one micrometre thick bends its wafer, and from the curvature one infers a mean misfit strain of $10^{-3}$. The film is then cut into pieces about ten micrometres across, which are freed by dissolving the wafer. If the wafer curvature is taken as a measure of the film's tendency to bend, the free film should have a definite curl. Yet one film with this mean misfit curls upward to a radius of 1 mm, another curls downward to the same radius, and a third stays flat. On the wafer, the curvatures of all three agree to better than one part in a thousand.

If the film's modulus is uniform, the wafer responds, to leading order in film thickness over wafer thickness, to the integral of the misfit through the film. The free film then responds to the first moment of the misfit about its own midplane. Two derivations follow, one from equilibrium and one from energy.

## The plate and its sign conventions

The film occupies $0<z<h$ and the wafer $-H<z<0$. Both are linear elastic and isotropic, perfectly bonded, uniform along the plate, and much wider than they are thick. Points near the edges are excluded.

Take as reference the state in which the wafer is flat and unstressed and the film is held to it. The misfit strain $\varepsilon_m(z)$ is the elastic in-plane strain of each film layer in that state. It is equal in all in-plane directions, positive in tension, and zero in the wafer. Release is assumed to leave $\varepsilon_m(z)$ unchanged: no plastic flow, diffusion or reaction.

Let $\varepsilon(z)$ be the further in-plane strain when the plate is let go. Since strains do not vary along the plate, the compatibility condition

$$\frac{\partial^2\varepsilon_{xx}}{\partial z^2}+\frac{\partial^2\varepsilon_{zz}}{\partial x^2}=2\frac{\partial^2\varepsilon_{xz}}{\partial x\,\partial z}$$

reduces to $\varepsilon''(z)=0$. Hence

$$\varepsilon(z)=\varepsilon_0-Kz .$$

To see what $K$ means, write the displacement as $u_x=x(\varepsilon_0-Kz)$. In-plane isotropy forbids a preferred direction for transverse shear, so $\partial u_z/\partial x=-\partial u_x/\partial z=Kx$. The same holds along $y$, and $u_z=K(x^2+y^2)/2$ plus a function of $z$. Positive $K$ lifts the rim, so the film side is concave.

The total elastic strain is $\varepsilon_0-Kz+\varepsilon_m$. The faces are free and there is no transverse shear stress, so $\sigma_{zz}=0$ throughout. Hooke's law for equal in-plane stresses reads $E(\varepsilon_0-Kz+\varepsilon_m)=\sigma-\nu\sigma$, or

$$\sigma(z)=M(z)\left[\varepsilon_0-Kz+\varepsilon_m(z)\right],\qquad M=\frac{E}{1-\nu}.$$

$M$ is the biaxial modulus, called $M_s$ in the wafer and $M_f$ in the film.

## First derivation: balance of force and moment

Nothing pulls or twists the plate at its edge, so a cut through the interior of a wide plate carries no net force and no net moment:

$$\int\sigma\,dz=0,\qquad \int\sigma z\,dz=0 .$$

Define the neutral height $z_b$ by $\int M(z-z_b)\,dz=0$, and write the strain as $\varepsilon_0-Kz=\varepsilon_b-K(z-z_b)$. In the force balance the term in $K$ vanishes by the choice of $z_b$, leaving

$$\varepsilon_b\int M\,dz+\int M\varepsilon_m\,dz=0 .$$

Because the net force is zero, the moment may be taken about any height. About $z_b$ the term in $\varepsilon_b$ vanishes:

$$-K\int M(z-z_b)^2dz+\int M\varepsilon_m(z-z_b)\,dz=0 .$$

Therefore

$$K=\frac{\int M\varepsilon_m(z-z_b)\,dz}{\int M(z-z_b)^2\,dz}. \tag{1}$$

This one law covers the wafer with its film and the free film. Both are bent by a first moment. What differs is the position of the neutral plane.

**Film on the wafer.** Let $h\ll H$, with $M_f$ and $M_s$ of similar size. The neutral plane lies near the middle of the wafer, $z_b\approx-H/2$. Each film layer then has a lever arm between about $H/2$ and $H/2+h$, which is nearly constant, and it can be taken out of the integral. The denominator is that of the bare wafer, $M_sH^3/12$. Thus

$$K_{\rm wafer}\approx\frac{(H/2)\,N}{M_sH^3/12}=\frac{6N}{M_sH^2},\qquad N=\int_0^h M_f\varepsilon_m\,dz. \tag{2}$$

If $M_f$ is uniform, $N=M_f\int_0^h\varepsilon_m\,dz$, and the wafer measures the integral of the misfit. If $M_f$ varies with height, it measures the modulus-weighted integral.

**Free film.** Now the integrals in (1) run over the film alone. For uniform $M_f$ the neutral plane is the midplane, $z_b=h/2$, the denominator is $M_fh^3/12$, and the modulus cancels:

$$K_{\rm film}=\frac{12}{h^3}\int_0^h\varepsilon_m(z)\left(z-\frac h2\right)dz. \tag{3}$$

A constant added to $\varepsilon_m$ contributes nothing, because $\int_0^h(z-h/2)\,dz=0$. The part of the misfit that dominates on the wafer merely shrinks or stretches the free film. With graded modulus, (1) still applies, and uniform misfit still leaves the film flat, since $\int M(z-z_b)\,dz=0$.

### What the wafer law neglects

For uniform $M_f$ the correction can be found in closed form. Put $m=M_f/M_s$, $\eta=h/H$ and $P=\int_0^hM_f\varepsilon_m z\,dz$. The integrals needed are

$$\int M\,dz=M_sH(1+m\eta),\qquad \int Mz\,dz=-\tfrac12M_sH^2(1-m\eta^2),$$

so that

$$z_b=-\frac H2\,\frac{1-m\eta^2}{1+m\eta}.$$

The numerator of (1) is $P-z_bN$. The denominator is $\int Mz^2dz-z_b^2\int M\,dz$, or

$$\frac{M_sH^3}{3}(1+m\eta^3)-\frac{M_sH^3}{4}\frac{(1-m\eta^2)^2}{1+m\eta}
=\frac{M_sH^3}{12}\,\frac{Q}{1+m\eta},$$

where

$$Q=4(1+m\eta^3)(1+m\eta)-3(1-m\eta^2)^2=1+4m\eta+6m\eta^2+4m\eta^3+m^2\eta^4 .$$

Dividing gives

$$K_{\rm wafer}=\frac{6}{M_sH^2}\,\frac{N(1-m\eta^2)+(2P/H)(1+m\eta)}{Q}. \tag{4}$$

Since $|P|\le h\int_0^hM_f|\varepsilon_m|\,dz$, the term $2P/H$ is already of first order in $\eta$. Keeping first order in $\eta$,

$$K_{\rm wafer}\approx\frac{6}{M_sH^2}\left[N(1-4m\eta)+\frac{2P}{H}\right]. \tag{5}$$

The term $-4m\eta$ comes from the film's own stiffness and its shift of the neutral plane, and it is the same for every profile. The profile's shape enters through $P$, at relative order $h/H$.

Equation (5) also shows where (2) fails. If tensile and compressive layers cancel so that $N=0$, the leading law gives zero, and what remains is $K_{\rm wafer}\approx12P/(M_sH^3)$. The integral law needs $|N|\gg|P|/H$.

## Second derivation: least stored energy

Now let the plate choose different strains and curvatures along $x$ and $y$. Compatibility makes each in-plane strain linear in $z$, so the elastic strains are

$$e_x=a_x-\kappa_xz+\varepsilon_m,\qquad e_y=a_y-\kappa_yz+\varepsilon_m .$$

In-plane shear and twist are left out: in an isotropic plate they add positive energy and do not couple to an equi-biaxial misfit. With $\sigma_{zz}=0$, the energy per volume is

$$\frac{E}{2(1-\nu^2)}\left(e_x^2+e_y^2+2\nu e_xe_y\right).$$

Put $s=(e_x+e_y)/2$ and $d=(e_x-e_y)/2$. Then $e_x^2+e_y^2=2s^2+2d^2$ and $e_xe_y=s^2-d^2$. The bracket becomes $2(1+\nu)s^2+2(1-\nu)d^2$, and the energy per area is

$$U=\int\left(Ms^2+\frac{E}{1+\nu}d^2\right)dz. \tag{6}$$

The misfit cancels from $d$, which can be made zero by $a_x=a_y$ and $\kappa_x=\kappa_y$. Since its term cannot be negative, this is the minimum. The spherical shape is thus a result here. With the common values called $\varepsilon_0$ and $K$, what remains is

$$U=\int M(\varepsilon_0-Kz+\varepsilon_m)^2dz. \tag{7}$$

**Film on the wafer.** Split (7) into wafer and film. The wafer has no misfit and contributes

$$M_s\int_{-H}^0(\varepsilon_0-Kz)^2dz=M_s\left(\varepsilon_0^2H+\varepsilon_0KH^2+\tfrac13K^2H^3\right).$$

The film contributes a constant, the cross term $2\varepsilon_0N-2KP$, and a term quadratic in $\varepsilon_0-Kz$. That last term is smaller than the wafer's energy by a factor of order $m\eta$. The part $2KP$ is smaller than $2\varepsilon_0N$ by order $h/H$, because $\varepsilon_0$ will turn out to be of order $KH$. Keep the wafer energy and $2\varepsilon_0N$. Setting the derivative with respect to $K$ to zero gives

$$\varepsilon_0H^2+\tfrac23KH^3=0\quad\Rightarrow\quad\varepsilon_0=-\tfrac23KH .$$

The derivative with respect to $\varepsilon_0$ gives

$$M_s(2\varepsilon_0H+KH^2)+2N=0\quad\Rightarrow\quad-\tfrac13M_sKH^2+2N=0,$$

so $K=6N/(M_sH^2)$, which is (2). In this view a film in tension lowers its energy by contracting the surface to which it is bonded, and a film in compression by stretching it. Across so thin a film that surface strain is nearly constant, and so it couples to the integral of the misfit stress.

**Free film.** Take $M_f$ uniform and split the misfit into a mean, a slope and a remainder:

$$\varepsilon_m(z)=\bar\varepsilon+g\left(z-\tfrac h2\right)+\rho(z),\qquad \int_0^h\rho\,dz=\int_0^h\rho\left(z-\tfrac h2\right)dz=0 .$$

Multiplying by $z-h/2$ and integrating fixes the slope:

$$g=\frac{12}{h^3}\int_0^h\varepsilon_m\left(z-\frac h2\right)dz .$$

Insert this in (7). All cross terms integrate to zero, and with $\varepsilon_c=\varepsilon_0-Kh/2$,

$$U=M_fh(\varepsilon_c+\bar\varepsilon)^2+\frac{M_fh^3}{12}(g-K)^2+M_f\int_0^h\rho^2dz .$$

The minimum is at $\varepsilon_c=-\bar\varepsilon$ and $K=g$, which is (3). The free film's curvature is the slope of the least-squares straight line through its misfit profile. In-plane strain relieves the mean, bending relieves the slope, and the remainder stays as a self-balanced stress $M_f\rho(z)$. Within this small-deflection theory, a film with a linear profile, free to bend along both axes, is released free of stress; a flat film need not be. The stretching discussed next adds a stress that grows with the width of the piece.

### A wide sheet that bends about one axis

A spherical cap cannot be made from a flat sheet without stretching. On a sphere of curvature $K$, a circle at arc distance $w$ from the pole has circumference $(2\pi/K)\sin Kw$, which is short of $2\pi w$ by the fraction $K^2w^2/6$ for small $Kw$. The stretching strain is thus of order $K^2w^2$, while the bending strain is of order $Kh$. Equation (3) therefore requires $Kw^2\ll h$.

A much wider sheet can avoid stretching by bending about one axis. Impose $\kappa_y=0$ and call the other curvature $\kappa$. In (6), $s$ then bends with slope $\kappa/2$ and so does $d$, up to sign. The part of the energy that depends on $\kappa$ is

$$\frac{h^3}{12}\left[M_f\left(g-\frac\kappa2\right)^2+\frac{E_f}{1+\nu}\frac{\kappa^2}{4}\right].$$

Setting its derivative to zero gives

$$\frac{E_f}{1-\nu}\left(g-\frac\kappa2\right)=\frac{E_f}{1+\nu}\frac\kappa2
\quad\Rightarrow\quad
\frac{E_f}{1-\nu}\,g=\frac{E_f}{1-\nu^2}\,\kappa,$$

hence $\kappa=(1+\nu)g$. The rolled sheet also measures the first moment, with a different factor.

## Six profiles in numbers

Take round model values: $H=500$ µm, $h=1$ µm, $E_s=135$ GPa, $E_f=150$ GPa and $\nu=0.25$ in both. Then $M_s=180$ GPa, $M_f=200$ GPa and $m=1.111$. Five profiles have mean misfit $10^{-3}$:

- uniform;
- rising linearly from $0.5\times10^{-3}$ at the interface to $1.5\times10^{-3}$ at the top;
- falling between the same values;
- stepped at mid-height from the lower to the higher of them;
- bowed, $10^{-3}\,[0.5+6(z/h-\tfrac12)^2]$.

A sixth, with zero mean, rises from $-0.5\times10^{-3}$ to $0.5\times10^{-3}$.

For the first five, $N=(200\times10^9)(10^{-3})(10^{-6})=200$ N/m, and (2) gives

$$K_{\rm wafer}\approx\frac{6\times200}{(180\times10^9)(500\times10^{-6})^2}=0.02667\ \text{m}^{-1},$$

a radius of 37.5 m. The rim of a wafer 100 mm across rises by $K(0.05\ \text{m})^2/2=33$ µm, small against its thickness.

For the free film, the rising profile has slope $10^{-3}$ per µm, so $K_{\rm film}=1000$ m⁻¹. The stepped profile departs from its mean by $\pm0.5\times10^{-3}$, and $|z-h/2|$ integrates to $h^2/4$ over the film. This gives $12(0.5\times10^{-3})/(4h)=1500$ m⁻¹. The table takes the wafer values from (4), with enough digits to show their differences. They are small-deflection values: on a wafer 100 mm across, the stretching that a spherical shape requires lowers the first five by a nearly common 0.1 to 0.2%, which leaves their comparison intact.

| Profile | Wafer (m⁻¹) | Free film (m⁻¹) |
|---|---:|---:|
| uniform | 0.026484 | 0 |
| rising | 0.026493 | 1000 |
| falling | 0.026475 | −1000 |
| stepped | 0.026497 | 1500 |
| bowed | 0.026484 | 0 |
| zero mean | 0.0000088 | 1000 |

The first five wafer curvatures spread over 0.083% of the leading value, while the free films range from −1000 to 1500 m⁻¹. The zero-mean film hardly bends the wafer, yet curls just as the rising film does. The rising and stepped films have the same misfit at bottom and top but curl differently, so the difference between the two faces does not fix the curvature.

The small offset from 0.02667 m⁻¹ follows from (5). For the rising film $P/N=7h/12$, so the relative correction is $-4(1.111)(0.002)+2(7/12)(0.002)=-0.0066$. The full formula gives $-0.0065$.

The bowed film is flat when free but not relaxed. Its misfit departs from the mean by $10^{-3}$ at the faces and $-0.5\times10^{-3}$ at the middle, leaving stresses of 200 MPa and −100 MPa.

For the rising film the width scale $\sqrt{h/K}$ is 32 µm. Pieces much narrower than this, yet still much wider than the film's thickness, take the spherical radius of 1 mm. A sheet many times wider than this scale, bent about one axis, approaches the curvature $1.25\times1000=1250$ m⁻¹, a radius of 0.8 mm. At widths of a few times the scale neither value holds.

Suppose, finally, that the film modulus rises as $M_f(\tfrac12+z/h)$, with $M_f=200$ GPa now its mean, and the misfit is the rising one. Then $N$ exceeds the mean modulus times the misfit integral by the factor $\int_0^1(\tfrac12+t)^2dt=13/12$. Reading the wafer with the mean modulus would overstate the misfit integral by about 8%.

## What each derivation assumes

Both derivations use small strains, strain linear through the thickness, and a plate far wider than it is thick. They differ in what else they need.

The balance argument takes the spherical shape from the start but needs no stored energy. For the wafer it needs even less. Let $F=\int_0^h\sigma\,dz$ be the actual film force per width, whatever produced it. The wafer must carry $-F$, and its moment about its own midplane must be $-FH/2$ to leading order. Its bending stress supplies $-M_sKH^3/12$, so $K=6F/(M_sH^2)$. The film's elastic law is used in replacing $F$ by $N$, which is justified because the wafer's contraction and bending together change the film strain by about $\varepsilon_0=-\tfrac23KH=-4N/(M_sH)$, a relative change of order $4m\eta$. Wafer curvature thus gives the film force even for a film that has yielded. The free film needs more: its curvature follows from the change of stress on release, and the elastic law must hold for that change at every height. If it does, then even for a film that yielded earlier, the change of curvature on release is proportional to the first moment, about the film's neutral plane, of the stress it actually carried on the wafer. The free curvature is this change plus the small curvature the film already shared with the wafer.

The energy argument requires a reversible elastic film with fixed misfit. In return it yields the equality of the two curvatures, handles the constraint to one axis, and identifies the stress that bending cannot remove.

Neither recovers the whole profile from the two curvatures. For uniform modulus, the wafer gives the mean misfit and the free film gives the fitted slope. For the stepped film these define a line from $0.25\times10^{-3}$ to $1.75\times10^{-3}$, although the misfit itself stays between $0.5\times10^{-3}$ and $1.5\times10^{-3}$. With uniform modulus, every profile with the same mean and first moment gives the same pair of readings.

Numerical values quoted here were computed with a short program.
